# Why a stiff ceramic electrolyte can still crack under lithium plating

## Question

I am looking at a lithium-metal cell with a garnet-type oxide electrolyte. Its shear modulus is about 60 GPa and that of lithium about 3.4 GPa, a ratio near 18. I had assumed that a metal this soft cannot push its way through a ceramic this stiff, so filaments should be impossible.

The ceramic surface has scratches roughly 10 µm deep. I plate at 1 mA/cm² through an interface resistance of 50 Ω cm². Does the stiffness settle the matter? If not, how do I turn the plating overpotential into a pressure, and what do I compare it with?

## Answer

The stiffness does not settle it. Compare two pressures instead: the largest that plating can build up in a flaw, and the one at which that flaw starts to grow. If the first is below the second, the flaw cannot grow; if it is above, the flaw may grow. The modulus of the ceramic is absent from the first and enters the second as a square root.

I assume an isotropic, linearly elastic ceramic that conducts only Li⁺, and a flaw already filled with lithium at the electrode's potential. I also treat the scratch as a narrow, sharp crack; a wide, open groove behaves differently, as the section on outflow shows.

### From overpotential to pressure

Let $\eta>0$ be the overpotential across the interface at the flaw, not the whole cell voltage. Plating one mole of lithium at the electrode's own pressure then releases the free energy $F\eta$. If the lithium in the flaw is at a pressure $P$ above that of the electrode, its chemical potential is higher by $VP$, where $V$ is its molar volume. The remaining driving energy per mole is

$$F\eta-VP .$$

Plating in the flaw stops when this vanishes:

$$P_{\max}=\frac{F\eta}{V}.$$

The stress in the ceramic beside the flaw adds no term. With plating stalled, the electrochemical potential of Li⁺ there equals that in unstressed electrolyte nearby; the local electric potential adjusts to the stress.

With $V=13$ cm³/mol, each millivolt is worth 7.42 MPa. Your overpotential is $\eta=(1\ \mathrm{mA/cm^2})(50\ \Omega\,\mathrm{cm^2})=50$ mV, so

$$P_{\max}=50\times7.42\ \mathrm{MPa}=371\ \mathrm{MPa}.$$

Lithium is slightly compressible. With bulk modulus $B=11$ GPa its molar volume falls as $V(1-p/B)$, and integrating from 0 to $P$ gives

$$F\eta=VP\left(1-\frac{P}{2B}\right),\qquad P=B\left(1-\sqrt{1-\frac{2P_{\max}}{B}}\right)\approx378\ \mathrm{MPa}.$$

As a test, the total energy of lithium in an elastic flaw of fixed depth was minimised numerically. The pressure was 377.58 MPa for your ceramic, and again 377.58 MPa for one ten times stiffer. A stiffer wall changes how much lithium fits in, not the pressure at which plating stalls. These digits belong to the linear law for the volume; letting the bulk modulus rise with pressure ($dB/dp\approx3.5$) lowers the result by about 0.3 MPa, to 377 MPa. I keep the simpler 371 MPa below.

### The stress field of an opening flaw

Take a flaw that is long along the surface, so that the strain is plane. Let $x$ be the depth below the free surface $x=0$; the flaw occupies $0<x<a$, $y=0$, and opens by $\delta(x)$ along $y$. I neglect the electrode's own pressure and any residual stress. With $E'=E/(1-\nu^2)$ and $\nu'=\nu/(1-\nu)$,

$$\varepsilon_{yy}=\frac{\sigma_{yy}-\nu'\sigma_{xx}}{E'} .$$

Stresses follow from an Airy function: $\sigma_{yy}=\partial_x^2\chi$, $\sigma_{xx}=\partial_y^2\chi$, $\sigma_{xy}=-\partial_x\partial_y\chi$, with $\chi$ biharmonic.

Build the opening from small steps, that is, from dislocations. In an infinite body, one at the origin has $\chi=Ax\ln r$. To find $A$, integrate $\varepsilon_{yy}$ along a line of constant $x$. Since $\ln r$ is harmonic,

$$\partial_x^2(x\ln r)=\frac{2x}{r^2}-x\,\partial_y^2\ln r .$$

The last term integrates to zero, as does $\sigma_{xx}=Ax\,\partial_y^2\ln r$. The line therefore lengthens by $2\pi A\,\mathrm{sgn}(x)/E'$. Far away, the ends of neighbouring lines move together, so the line on the left, which crosses the gap $b$, must satisfy

$$-\frac{2\pi A}{E'}+b=\frac{2\pi A}{E'},\qquad A=\frac{E'b}{4\pi}.$$

For a dislocation at depth $t$ below a free surface, let $r_1^2=(x-t)^2+y^2$ and $r_2^2=(x+t)^2+y^2$, and take

$$\chi=A\left[(x-t)\ln\frac{r_1}{r_2}-\frac{2tx(x+t)}{r_2^2}\right].$$

Each term is a harmonic function times a constant or $x$, hence biharmonic. At $x=0$, $r_1=r_2=r$, so $\chi=0$ for every $y$ and $\sigma_{xx}=0$. Also

$$\frac{\partial_x\chi}{A}\bigg|_{x=0}=-t\left(-\frac{t}{r^2}-\frac{t}{r^2}\right)-\frac{2t^2}{r^2}=0,$$

so $\sigma_{xy}=0$. The surface is free. On $y=0$, writing $2tx/(x+t)=2t-2t^2/(x+t)$ and differentiating twice gives $\sigma_{yy}=A\,K(x,t)$ with

$$K=\frac1{x-t}-\frac1{x+t}-\frac{2t}{(x+t)^2}+\frac{4t^2}{(x+t)^3}.$$

A dislocation at $t$ opens the flaw at all $x<t$, so their density is $-\delta'(t)$. Face pressure $p$ means $\sigma_{yy}=-p$:

$$\frac{E'}{4\pi}\int_0^a[-\delta'(t)]K(x,t)\,dt=-p(x),$$

with the principal value at $t=x$. For uniform $p=P$, scaling gives $\delta=(Pa/E')D(x/a)$, where $D$ is a pure number to be found numerically. Factoring out the inverse-square-root singularity of $-D'$ at the tip turns the equation into a small linear system.

### The opening stress

Let the opened area per unit length of flaw be

$$A_{\rm o}=\int_0^a\delta\,dx=\frac{mPa^2}{E'},\qquad m=\int_0^1D(\xi)\,d\xi=3.952 .$$

Loading stores elastic energy $\tfrac12PA_{\rm o}$, while the source of pressure loses $PA_{\rm o}$. The total is $-\tfrac12PA_{\rm o}$, and the energy released per unit of growth at fixed $P$ is

$$G=\frac P2\frac{dA_{\rm o}}{da}=\frac{maP^2}{E'} .$$

Growth starts when $G$ reaches $\Gamma$, the energy needed per unit area of new crack. With $Y=\sqrt{m/\pi}$,

$$P_c=\frac1Y\sqrt{\frac{E'\Gamma}{\pi a}},\qquad Y=1.1215 .$$

The tip field gives a second route to $Y$. If $-\delta'=C/\sqrt r$ at distance $r$ behind the tip, the stress at distance $\rho$ ahead is

$$\frac{E'C}{4\pi}\int_0^\infty\frac{dr}{\sqrt r(\rho+r)}=\frac{E'C}{4\sqrt\rho}\equiv\frac{K_I}{\sqrt{2\pi\rho}} .$$

This defines the stress intensity $K_I$, and integrating $-\delta'$ gives $\delta=8K_I\sqrt r/(\sqrt{2\pi}E')$. Closing a short length $\Delta$ of crack takes the work

$$G\Delta=\frac12\int_0^\Delta\frac{K_I}{\sqrt{2\pi\rho}}\,\frac{8K_I\sqrt{\Delta-\rho}}{\sqrt{2\pi}E'}\,d\rho=\frac{K_I^2}{E'}\Delta,$$

because $\int_0^\Delta\sqrt{(\Delta-\rho)/\rho}\,d\rho=\pi\Delta/2$. Hence $G=K_I^2/E'$ and $K_I=YP\sqrt{\pi a}$. The numerical tip field gives $Y=1.12152$ and the energy route 1.12153. Doubling the number of points from 150 to 300 moved the former by $1.3\times10^{-5}$.

### Your flaw

Take $E=150$ GPa, $\nu=0.25$ and $\Gamma=6$ J/m². Then $E'=160$ GPa, and the toughness is $K_c=\sqrt{E'\Gamma}=0.980$ MPa m$^{1/2}$. For $a=10$ µm,

$$P_c=\frac{0.980\ \mathrm{MPa\,m^{1/2}}}{1.1215\sqrt{\pi\times10^{-5}\ \mathrm m}}=156\ \mathrm{MPa}.$$

The ceiling of 371 MPa is 2.4 times this. The flaw can open once $\eta$ exceeds $156/7.42=21$ mV, or 0.42 mA/cm² at your resistance. With $E$, $\nu$ and $\Gamma$ fixed, other depths give:

| Depth (µm) | $P_c$ (MPa) | Critical $\eta$ (mV) |
|---|---:|---:|
| 1 | 493 | 66 |
| 3 | 285 | 38 |
| 10 | 156 | 21 |
| 30 | 90 | 12 |

At 50 mV the critical depth is $a_c=E'\Gamma/(\pi Y^2P_{\max}^2)=1.8$ µm. Polishing away deeper flaws would rule out this mechanism within the model.

Reaching the same safety by stiffness, with $\Gamma$, $\nu$ and $a$ held fixed, requires raising $E$ by $(371/156)^2\approx5.7$, to about 850 GPa. The shear-modulus ratio between ceramic and lithium appears in neither $P_{\max}$ nor $P_c$.

### A compact flaw is harder to open

The long scratch is a severe shape. For comparison, take a buried circular crack of radius $a$. Its opening under uniform pressure is

$$\delta(r)=\frac{8P}{\pi E'}\sqrt{a^2-r^2} .$$

To verify this, consider one half of the body, $z>0$. The Airy function $c(1+kz)e^{-kz}\cos kx$ has no surface shear; its surface pressure is $ck^2\cos kx$, and integrating $\varepsilon_{zz}$ gives the inward displacement $(2ck/E')\cos kx$. Each wave thus needs a pressure $E'k/2$ times its displacement, here $\delta/2$.

The transform of $\sqrt{a^2-r^2}$ over the disc is half that of a uniform ball, so

$$\int_0^a\sqrt{a^2-r^2}\,J_0(kr)\,r\,dr=\frac{\sin ka-ka\cos ka}{k^3}.$$

Superposing the waves gives the pressure

$$p(r)=\frac{2P}{\pi}\int_0^\infty\left(\frac{\sin ka}{k}-a\cos ka\right)J_0(kr)\,dk .$$

With a vanishing damping factor, $\int_0^\infty\cos(ks)J_0(kr)\,dk$ is $1/\sqrt{r^2-s^2}$ for $s<r$ and zero for $s>r$. For $r<a$ the cosine term therefore vanishes. The sine term is the integral of this result over $s$ from 0 to $a$, which is $\pi/2$. Hence $p=P$, as required.

The opened volume is $16Pa^3/(3E')$. Growth by $da$ creates the area $2\pi a\,da$, so

$$2\pi aG=\frac P2\,\frac{16Pa^2}{E'},\qquad P_c=\sqrt{\frac{\pi E'\Gamma}{4a}}=275\ \mathrm{MPa}.$$

This is still below 371 MPa, but the margin has shrunk from 2.4 to 1.35. A half-disc breaking the surface is a different problem, which I have not solved here.

### Can the lithium simply flow out?

$P_{\max}$ is a ceiling, not a prediction. If the mouth of the flaw is open, soft lithium may be squeezed back to the electrode first. Exceeding $P_c$ therefore permits cracking without guaranteeing it.

In a slot of width $w$, lithium of tensile yield strength $\sigma_y$ can carry a wall shear stress $\sigma_y/\sqrt3$ (von Mises criterion). Balancing forces on a slice gives $w\,dp=2(\sigma_y/\sqrt3)\,dx$. If plating makes the lithium yield all the way to the mouth,

$$p(x)=\frac{2\sigma_yx}{\sqrt3\,w},$$

capped at $P_{\max}$. For such a linear profile the edge factor, relative to the pressure at the bottom, is 0.683. The bottom pressure needed for growth is then $156\times1.1215/0.683=256$ MPa.

The width is uncertain because pressure widens the slot. Two bounds help:

- **Wide slot.** Add an initial gap of 10 nm to the largest elastic opening, 135 nm at the mouth under uniform $P_{\max}$. This gives $w=145$ nm, which overestimates the width and so underestimates the pressure. Lithium with $\sigma_y=3.2$ MPa then suffices for cracking. At 30 MPa, $K_I$ is at least 2.2 times the toughness.
- **Narrow slot.** Ignore the elastic opening, which overestimates the pressure. For $\sigma_y=1$ MPa, the bottom pressure stays below 256 MPa if the initial gap exceeds $2(1)(10\,000\ \mathrm{nm})/(\sqrt3\times256)\approx45$ nm at every depth. Such a flaw drains without cracking. By the same bound, an open groove 1 µm wide and 10 µm deep drains unless the lithium is stronger than about 22 MPa. If the lithium is so soft that the groove holds almost no pressure, the danger lies in narrow cracks at its root. At 50 mV these must be roughly 2 to 3 µm long even when they hold the full $P_{\max}$, and longer if lithium drains from them too.

For 1 MPa lithium in a flaw with the assumed 10 nm initial gap, the wide-slot estimate gives $K_I=0.31K_c$. Being a lower estimate, it does not prove safety. The true slot is much narrower, and solving for width and pressure together gives about $1.1K_c$, so this flaw can crack, but only just: with a strength of 0.7 MPa the same calculation gives about $0.9K_c$. Both bounds assume that the lithium adheres to the walls and that its strength does not depend on rate. In a real cell the second assumption is weak: at 1 mA/cm², lithium squeezed out of a slot tens of nanometres wide deforms at a rate of order 10 s⁻¹, averaged over the width with both walls plating, and roughly ten times faster next to the walls; at such rates it is stronger than in a slow test. The 45 nm limit for 1 MPa lithium is therefore not a safe design value.

### How this compares with a real cell

The elastic constants, toughness and lithium properties above are rough values for a garnet-type oxide against lithium near room temperature. An interface resistance of 50 Ω cm² is high for a well-prepared contact, where roughly 10 Ω cm² or less is attainable. At 10 Ω cm² and the same current, $\eta=10$ mV and $P_{\max}=74$ MPa, too little to open your 10 µm scratch at $\Gamma=6$ J/m². On a weak path with $\Gamma=2$ J/m², and with the 2 mV ohmic drop discussed below added, the comparison becomes 89 against 90 MPa and the margin is nearly gone. Real contacts, however, break the assumption of uniform current: if a fifth of the area carries it all, and the 10 Ω cm² refers to the area truly in contact, the local overpotential returns to 50 mV.

Other corrections for your numbers are:

- **Interface kinetics.** At 298 K, 50 mV exceeds $k_BT/e=25.7$ mV, so a linear resistance is doubtful. For a symmetric law $j=(2k_BT/eR)\sinh(e\eta/2k_BT)$ with the same small-signal resistance $R$, $\eta$ is 44 mV and $P_{\max}$ is 329 MPa.
- **Ohmic drop.** With a conductivity of 0.5 mS/cm, the undisturbed current drops 2 mV over the flaw depth. This adds about 4% to the drive at the bottom; at 10 Ω cm² the same 2 mV would add 20%, and should be included.
- **Filling the flaw.** If lithium does not wet the ceramic, entering a 10 nm gap costs at most $2\gamma/w=100$ MPa for a surface energy $\gamma=0.5$ J/m², equivalent to 13 mV. I assumed that this stage was past.
- **Crack energy.** If a weak path has $\Gamma=2$ J/m², $P_c$ falls from 156 to 90 MPa.

For a design check, take the deepest flaw and the local overpotential at its bottom, that is, the interface value plus the ohmic drop over the flaw depth. If $F\eta/V$ is clearly below $P_c$ with the weakest credible $\Gamma$, lithium pressure alone cannot open that flaw in this model. This does not exclude filaments by routes the model leaves out, such as lithium deposited inside the ceramic through electronic leakage along grain boundaries, or cracking helped by tensile residual stress. If it is above, the outcome depends on flaw shape and on whether the lithium can escape. The numerical output below lists the inputs and the main results; the coupled width–pressure values, the root-crack length and the strain rate are not in it.

## Table of computed values

```
Young modulus E = 150 GPa, Poisson ratio = 0.25
plane-strain modulus E' = 160.0 GPa
crack energy Gamma = 6.0 J/m2
toughness sqrt(E' Gamma) = 0.980 MPa m^0.5
lithium molar volume = 13.0 cm3/mol
lithium bulk modulus = 11.0 GPa
lithium shear modulus = 3.4 GPa
ceramic shear modulus = 60.0 GPa
shear modulus ratio ceramic/lithium = 17.6
flaw depth = 10.0 um, initial gap = 10.0 nm
current density = 1.00 mA/cm2
interface resistance = 50.0 ohm cm2
overpotential eta = 50.0 mV
pressure per millivolt = 7.422 MPa/mV
pressure ceiling P_max = 371.1 MPa
energy minimum, compressible Li = 377.58 MPa
same, ceramic 10 times stiffer = 377.58 MPa
edge factor Y, tip field = 1.12152
edge factor Y, energy release = 1.12153
shift of Y, 150 to 300 points = 1.3e-05
Y for linear pressure, tip field = 0.68286
Y for linear pressure, reciprocity = 0.68286
area coefficient m = 3.9516, mouth coefficient = 5.8174
opening stress P_c = 155.9 MPa
ratio P_max/P_c = 2.381
critical overpotential = 21.00 mV
critical current, linear = 0.420 mA/cm2
critical flaw depth at eta = 1.764 um
same, from energy barrier = 1.764 um
modulus factor for arrest = 5.67
Young modulus for arrest = 850 GPa
depth 1 um: P_c = 492.9 MPa, eta_c = 66.4 mV
depth 3 um: P_c = 284.6 MPa, eta_c = 38.3 mV
depth 10 um: P_c = 155.9 MPa, eta_c = 21.0 mV
depth 30 um: P_c = 90.0 MPa, eta_c = 12.1 mV
buried penny crack, radius = depth: P_c = 274.6 MPa
P_c for crack energy 2 J/m2 = 90.0 MPa
temperature = 298 K, kT/e = 25.68 mV
eta with sinh kinetics = 44.30 mV
P_max with sinh kinetics = 328.8 MPa
ionic conductivity = 0.50 mS/cm
ohmic drop along flaw = 2.00 mV
lithium surface energy = 0.50 J/m2
capillary entry pressure, upper bound = 100.0 MPa
same as overpotential = 13.47 mV
elastic mouth opening at P_max = 134.9 nm
slot width used for leakage = 144.9 nm
K/toughness, Li strength 1 MPa = 0.311
K/toughness, Li strength 30 MPa = 2.245
Li strength needed to crack = 3.21 MPa
```
